# The Na+ core dipole polarizability from high-angular-momentum Rydberg intervals

## Problem

A sodium atom has one electron in a Rydberg state \((n,l)\) with \(n=17\) and \(l\ge4\), outside a spherical Na\(^+\) core. The intervals \(\nu_l=E_{l+1}-E_l\) between fine-structure centroids are

| \(l\to l+1\) | \(\nu_l\) (MHz) |
|---|---|
| 4→5 | 347.8406 |
| 5→6 | 110.7555 |
| 6→7 | 42.6921 |
| 7→8 | 18.8666 |

Each has an assumed independent uncertainty of 0.02 MHz. These are computed intervals standing in for laboratory ones, so that the extraction can be judged against a known core; measured centroid intervals would be treated in the same way. Hartree atomic units are used, and 1 MHz corresponds to \(1.5198\times10^{-10}\) hartree.

(a) Find the level shift caused by the core's dipole and quadrupole response, through order \(r^{-6}\).

(b) Evaluate the hydrogenic averages needed.

(c) Extract the dipole polarizability \(\alpha_d\).

(d) Decide whether the \(r^{-6}\) term measures the quadrupole polarizability \(\alpha_q\). The finite-basis Hartree–Fock core used to compute the intervals, with random-phase response, has \(\alpha_q=1.4571\,a_0^5\) and \(\beta=0.22644\) a.u., where \(\beta\) is defined in the solution.

## Solution

### (a) The response of the core

Let the Rydberg electron be at \(\mathbf r\), outside all core electrons \(\mathbf r_j\), and neglect exchange with them. Then

\[
\sum_j\frac1{|\mathbf r-\mathbf r_j|}=\frac{N}{r}+\mathbf D\cdot\mathbf g+\dots,\qquad \mathbf D=\sum_j\mathbf r_j,\quad \mathbf g=\frac{\mathbf r}{r^3}.
\]

With the nuclear attraction, the first term leaves \(-1/r\). The Rydberg electron therefore has \(H=-\tfrac12\nabla^2-1/r\), \(E_n=-1/(2n^2)\) and a hydrogenic state \(\varphi\).

A spherical core has \(\langle0|\mathbf D|0\rangle=0\), so the dipole coupling first acts in second order. Let \(\omega_i\) be a core excitation energy and \(S_i\) its squared \(z\)-moment, summed over degenerate states. Spherical symmetry makes the moments diagonal in Cartesian components, with the same \(S_i\) for each. With \(K=H-E_n\),

\[
E_d=-\sum_iS_i\sum_a\langle\varphi|g_a\frac1{\omega_i+K}g_a|\varphi\rangle .
\]

The core reacts fast when the \(K\) that matters is small compared with \(\omega_i\). Use the identity

\[
\frac1{\omega+K}=\frac1\omega-\frac K{\omega^2}+\frac{K^2}{\omega^2(\omega+K)} .
\]

**First term.** Since \(\sum_ag_a^2=r^{-4}\), it gives \(-\sum_i(S_i/\omega_i)\langle r^{-4}\rangle\). A static field \(F\) lowers the core energy by \(\sum_iS_iF^2/\omega_i=\tfrac12\alpha_dF^2\), so \(\alpha_d=2\sum_iS_i/\omega_i\) and the term is \(-\tfrac12\alpha_d\langle r^{-4}\rangle\).

**Second term.** Define \(\beta=\sum_iS_i/\omega_i^2\). The term is \(+\beta\sum_a\langle g_aKg_a\rangle\). Because \(K\varphi=0\),

\[
\langle g_aKg_a\rangle=\tfrac12\langle[g_a,[H,g_a]]\rangle .
\]

Now \([H,g_a]=-\tfrac12(\nabla^2g_a)-(\nabla g_a)\cdot\nabla\). The first piece commutes with \(g_a\), and the second gives \([g_a,-(\nabla g_a)\cdot\nabla]=|\nabla g_a|^2\). With \(\partial_bg_a=(\delta_{ab}-3\hat r_a\hat r_b)/r^3\),

\[
\sum_a|\nabla g_a|^2=\frac{3-6+9}{r^6}=\frac6{r^6}.
\]

The second term is therefore \(+3\beta\langle r^{-6}\rangle\). It is repulsive: the induced dipole lags behind the moving electron, which weakens the attraction.

**Quadrupole.** The next multipole couples \(\sum_jr_j^2C_{2q}(\hat{\mathbf r}_j)\) to \(C^*_{2q}(\hat{\mathbf r})/r^3\), where \(C_{2q}\) are normalized so that \(\sum_q|C_{2q}|^2=1\). Keeping only \(1/\omega_i\) in its denominator gives \(-\tfrac12\alpha_q\langle r^{-6}\rangle\), with \(\alpha_q\) the same sum as \(\alpha_d\) for the operator \(\sum_jr_j^2C_{20}\). Its delay correction is of order \(r^{-8}\). Altogether

\[
\boxed{E_{\rm pol}\simeq-\frac{\alpha_d}2\langle r^{-4}\rangle-\frac C2\langle r^{-6}\rangle,\qquad C=\alpha_q-6\beta}
\]

If the excitation energies are raised at fixed \(\alpha_d\), then \(\beta\to0\) and \(C\to\alpha_q\). For finite \(\omega_i\) the delay stands at the same order as the quadrupole. At \(l=8\), the dipole sum with its full denominators departs from \(-\tfrac12\alpha_d\langle r^{-4}\rangle\) by 0.985 times \(3\beta\langle r^{-6}\rangle\), which supports the sign and the factor.

### (b) Hydrogenic averages

The radial function obeys \(u''=Wu\), with \(W=L/r^2-2/r+1/n^2\) and \(L=l(l+1)\). For \(\rho=u^2\), \(\rho''=2u'^2+2W\rho\), and one more derivative gives

\[
\rho'''=4W\rho'+2W'\rho .
\]

Multiply by \(r^{s+1}\) and integrate by parts. The boundary terms vanish for the powers used here, because \(\rho\sim r^{2l+2}\) at the origin. The left side becomes \(-(s+1)s(s-1)\langle r^{s-2}\rangle\), and the right side \(-4(s+1)\langle r^sW\rangle-2\langle r^{s+1}W'\rangle\). Inserting \(W\), collecting powers and dividing by 4,

\[
\frac{s+1}{n^2}\langle r^s\rangle-(2s+1)\langle r^{s-1}\rangle+\frac s4\left[(2l+1)^2-s^2\right]\langle r^{s-2}\rangle=0 .
\]

The starting value comes from differentiating the energy with respect to \(l\) at fixed radial quantum number: \(1/n^3=(l+\tfrac12)\langle r^{-2}\rangle\). Then \(s=-1\) gives \(\langle r^{-3}\rangle=\langle r^{-2}\rangle/L\), and \(s=-2\) gives

\[
\langle r^{-4}\rangle=\frac{3\langle r^{-3}\rangle-\langle r^{-2}\rangle/n^2}{2(l-\frac12)(l+\frac32)}=A(3n^2-L),
\]
\[
A=\frac1{2n^5(l-\frac12)l(l+\frac12)(l+1)(l+\frac32)} .
\]

In terms of \(A\), \(\langle r^{-3}\rangle=2n^2(L-\tfrac34)A\). The step \(s=-3\) then gives

\[
\langle r^{-5}\rangle=\frac{5\langle r^{-4}\rangle-2\langle r^{-3}\rangle/n^2}{3(L-2)}=A\,\frac{5n^2-3L+1}{L-2},
\]

and \(s=-4\) gives

\[
\langle r^{-6}\rangle=\frac{7\langle r^{-5}\rangle-3\langle r^{-4}\rangle/n^2}{4(l-\frac32)(l+\frac52)}
=A\,\frac{35n^4-5n^2(6L-5)+3L(L-2)}{4n^2(L-2)(l-\frac32)(l+\frac52)} .
\]

For \(n=17\), \(l=4\), the first formula reads \(847/(2\cdot17^5\cdot1732.5)=1.7216\times10^{-7}\).

Two limits are useful: the first shows what the intervals can resolve, the second checks the formula. For \(n\gg l\), both averages fall as \(n^{-3}\), and their ratio tends to

\[
\frac{\langle r^{-6}\rangle}{\langle r^{-4}\rangle}\to\frac{35}{12(l-\frac32)(l-1)(l+2)(l+\frac52)} .
\]

In this limit raising \(n\) does not separate the two terms; changing \(l\) does. For a circular orbit, \(l=n-1\) with \(n\) large, \(\langle r^{-4}\rangle\to n^{-8}\), as expected for a radius \(n^2\).

### (c) Extraction of the dipole polarizability

Relativity must be removed first. The kinetic correction is \(-\tfrac12\alpha_{\rm fs}^2\langle(E_n+1/r)^2\rangle\), where \(\alpha_{\rm fs}\) is the fine-structure constant. With \(\langle1/r\rangle=1/n^2\),

\[
\left\langle\left(E_n+\frac1r\right)^2\right\rangle=\frac1{4n^4}-\frac1{n^4}+\frac1{n^3(l+\frac12)},
\]
\[
E_{\rm rel}=-\frac{\alpha_{\rm fs}^2}{2n^4}\left(\frac n{l+\frac12}-\frac34\right).
\]

Spin–orbit coupling drops out of the centroid weighted by \(2j+1\). For 4→5 the relativistic part is 1.4407 MHz, leaving \(\tilde\nu_4=346.3999\) MHz.

Let \(\Delta_k=\langle r^{-k}\rangle_l-\langle r^{-k}\rangle_{l+1}\). Subtracting the level formulas gives \(\tilde\nu_l=\tfrac12\alpha_d\Delta_4+\tfrac12C\Delta_6\), or

\[
y=\alpha_d+Cx,\qquad y=\frac{2\tilde\nu_l}{\Delta_4},\quad x=\frac{\Delta_6}{\Delta_4}.
\]

| Interval | \(x\) (\(a_0^{-2}\)) | \(y\) (\(a_0^3\)) |
|---|---|---|
| 4→5 | 0.012859 | 0.94783 |
| 5→6 | 0.005218 | 0.94583 |
| 6→7 | 0.002523 | 0.94541 |
| 7→8 | 0.001363 | 0.94526 |

The first two points already give

\[
C\approx\frac{0.94783-0.94583}{0.012859-0.005218}=0.262,
\]
\[
\alpha_d\approx0.94583-0.262\times0.005218=0.9445 .
\]

For all intervals, set \(a_i=\Delta_{4,i}/2\) and \(b_i=\Delta_{6,i}/2\), and minimize \(\sum_i(\tilde\nu_i-\alpha_da_i-Cb_i)^2\). Setting both derivatives to zero and solving the two linear equations,

\[
\alpha_d=\frac{\sum b^2\sum a\tilde\nu-\sum ab\sum b\tilde\nu}{Q},\qquad
C=\frac{\sum a^2\sum b\tilde\nu-\sum ab\sum a\tilde\nu}{Q},
\]

with \(Q=\sum a^2\sum b^2-(\sum ab)^2\). Independent errors \(\sigma\) propagate to \(\sigma\sqrt{\sum b^2/Q}\) for \(\alpha_d\) and \(\sigma\sqrt{\sum a^2/Q}\) for \(C\). The results are

- levels \(l=4\)–8: \(\alpha_d=0.94456\pm0.00025\,a_0^3\), \(C=0.254\pm0.021\) a.u.;
- levels \(l=5\)–8: \(\alpha_d=0.94503\pm0.00075\,a_0^3\), \(C=0.15\pm0.15\) a.u.

The core used to make the data has \(\alpha_d=0.94510\,a_0^3\). No random noise was added to the intervals, so the deviations, −0.057% and −0.007%, come from the two-term formula. With \(l=4\) included, the deviation is about twice the statistical error; without it, it is well inside. A fair statement for this model is \(\alpha_d=0.945\pm0.001\,a_0^3\), or 0.140 Å\(^3\).

### (d) What the \(r^{-6}\) term measures

For the given core, \(6\beta=1.3586\) a.u., hence

\[
C=1.4571-1.3586=0.0985\ \text{a.u.}
\]

The delay cancels 93% of the quadrupole term. These digits belong to the finite basis that defines this core. With more diffuse \(d\), \(f\) and \(g\) functions, \(\alpha_q\) rises to about 1.52 and \(C\) to about 0.16 a.u., a cancellation of 89%, and the slope fitted to \(l=4\)–8 rises from 0.25 to about 0.35 a.u.; \(\alpha_d\) and \(\beta\) change by only about 0.1% or less. A small difference of two large terms magnifies a modest error in either. The small fitted slope is thus no sign of a small \(\alpha_q\); even the less precise fit excludes \(C=\alpha_q\). To obtain \(\alpha_q\), one must supply \(\beta\) independently and control the higher terms.

The 4→5 interval alone shows the consequence for \(\alpha_d\). Percentages are relative to the core value.

- No \(r^{-6}\) correction: \(0.94783\,a_0^3\), an error of +0.29%.
- Subtracting \(\alpha_qx\) alone: \(0.92909\,a_0^3\), −1.7%.
- Subtracting \((\alpha_q-6\beta)x\): \(0.94656\,a_0^3\), +0.15%.

For this core, correcting for the quadrupole alone is worse than making no correction. With the last correction but relativity left in, the result would be \(0.95050\,a_0^3\), +0.57%.

The fitted \(C=0.254\) still exceeds 0.0985 by far more than its statistical error. The stand-in levels contain effects beyond the fitted formula, and their sizes locate the cause. In the 4→5 interval:

- polarization acting twice on the Rydberg electron adds 0.460 MHz;
- static core terms in \(r^{-7}\) and \(r^{-8}\) subtract 0.645 MHz;
- first-order penetration and exchange add 0.174 MHz.

These sum to only −0.011 MHz. Yet the interval exceeds the two-term prediction by \(0.94783-0.94637=0.00146\,a_0^3\) in \(y\), which is about 0.53 MHz. For this core the excess must therefore come from the remaining terms of the energy-denominator expansion. The dipole remainder, containing \(K^2/[\omega^2(\omega+K)]\), deepens the level, while the quadrupole delay raises it; here the first wins. The near-zero sum above depends on the basis: with the more diffuse functions the static terms subtract only about 0.51 MHz, and the denominator terms supply about 0.52 of an excess of 0.64 MHz. They remain the main cause. The static figures come from fitting two coefficients to the core energy at two distances, so they absorb higher powers. Taken instead from the hyperpolarizabilities and the octupole polarizability of a near-complete basis, the static terms subtract about 0.45 MHz and the excess is about 0.7 MHz. The octupole delay, penetration of the couplings and the next multipole, all left out of the model, lower it to about 0.6 MHz. Over these choices the fitted slope lies between about 0.33 and 0.37 a.u. The slope is an effective coefficient for the chosen range of \(l\).

### The real atom

Among the effects estimated here, the largest gap between this model and real sodium lies in the core. Adding correlation by second-order Møller–Plesset theory raises its polarizability from 0.945 to \(1.004\,a_0^3\) (other basis sets shift the latter by about 0.003), or 6–7%, far beyond the extraction error. Measured intervals would carry the correlated response with them and, on this estimate, should give roughly \(1.0\,a_0^3\). The value of \(C\) is less secure: with diffuse functions, the same theory raises \(\alpha_q\) by about 9%, or 0.13 a.u., which is comparable with \(C\) itself, 0.10 or 0.16 a.u. in the two basis sets above. Correlation also changes \(\beta\), by an amount not computed here, so no correlated value of \(C\) is given.

Nuclear recoil replaces the electron mass by the reduced mass, which stretches the orbit by the factor \(1+m_e/M\), with \(m_e/M=2.4\times10^{-5}\). This lowers \(\langle r^{-4}\rangle\) by the relative amount \(4m_e/M\), about 0.03 MHz for the largest interval, so at this accuracy it should be included. Stray electric fields also matter, because neighbouring high-\(l\) levels lie close together. An estimated field of 3 mV/cm shifts the \(l=8\) level, averaged over its magnetic sublevels, by the full 0.02 MHz, so at this accuracy the field must be kept well below that value or its shift extrapolated to zero. At the other end, first-order penetration and exchange shift \(l=4\) by −0.174 MHz but \(l=5\) by only −0.0005 MHz, since \(u^2\sim r^{2l+2}\) near the core. The model also keeps the multipole couplings unscreened inside the core; screening them raises \(l=4\) by roughly a further 0.08 MHz and leaves \(l=5\) almost unchanged. Comparing fits with and without the lowest level is nevertheless only a weak test of the long-range formula at 0.02 MHz: in the fits above, \(C\) changes by 0.10 a.u., less than the 0.15 a.u. uncertainty of the fit without \(l=4\). More precise intervals would be needed to make the test decisive. The numerical output gives the separate level shifts.

## Computed values

```
Na+ Hartree-Fock energy: -161.6627 hartree
core alpha_d (HF/RPA): 0.94510 a0^3; finite field 0.94513
core alpha_q (HF/RPA): 1.4571 a0^5; finite field 1.4572
core beta: 0.22644 a.u.; 6 beta: 1.3586 a.u.
alpha_q - 6 beta: 0.0985 a.u.
alpha_d with MP2 correlation: 1.0043 a0^3
static terms c7/r^7 + c8/r^8: c7 = 0.688, c8 = -1.075 a.u.
hydrogen polarizability from radial solver: 4.5000 a0^3
principal quantum number n: 17
Level shifts in MHz: dipole, quadrupole, iterated, static r^-7 and r^-8,
  penetration+exchange, relativity, total
  l=4: -528.8430 -7.5732 -0.5100 0.7111 -0.1742 -6.3509 -542.7402
  l=5: -188.9246 -1.0805 -0.0499 0.0660 -0.0005 -4.9101 -194.8996
  l=6: -80.0169 -0.2162 -0.0073 0.0091 -0.0000 -3.9127 -84.1441
  l=7: -38.2164 -0.0545 -0.0014 0.0017 -0.0000 -3.1813 -41.4519
  l=8: -19.9472 -0.0162 -0.0003 0.0004 -0.0000 -2.6219 -22.5854
Averages in a.u.: <r^-4>, <r^-6>
  l=4: 1.72161e-07 1.65800e-09
  l=5: 6.10718e-08 2.29536e-10
  l=6: 2.57984e-08 4.54624e-11
  l=7: 1.23074e-08 1.14178e-11
  l=8: 6.42031e-09 3.39445e-12
Intervals: observed MHz, relativistic MHz, corrected MHz,
  D4 a.u., D6 a.u., x=D6/D4 a0^-2, 2 nu/D4 a0^3
  4-5: 347.8406 1.4407 346.3999 1.11089e-07 1.42847e-09 0.012859 0.94783
  5-6: 110.7555 0.9974 109.7581 3.52734e-08 1.84073e-10 0.005218 0.94583
  6-7: 42.6921 0.7314 41.9607 1.34910e-08 3.40446e-11 0.002523 0.94541
  7-8: 18.8666 0.5593 18.3072 5.88704e-09 8.02336e-12 0.001363 0.94526
assumed uncertainty of each interval: 0.02 MHz
fit l=4..8: alpha_d = 0.94456 +- 0.00025 a0^3
  r^-6 coefficient = 0.254 +- 0.021 a.u.
  deviation of alpha_d from core value: -0.057 %
fit l=5..8: alpha_d = 0.94503 +- 0.00075 a0^3
  r^-6 coefficient = 0.153 +- 0.153 a.u.
  deviation of alpha_d from core value: -0.007 %
fit l=4..8 converted: alpha_d = 0.13997 angstrom^3
alpha_d from the 4-5 interval alone, a0^3:
  no r^-6 term: 0.94783
  alpha_q only: 0.92909
  alpha_q - 6 beta: 0.94656
  alpha_q - 6 beta, relativity not removed: 0.95050
l=8 delayed dipole shift / (3 beta <r^-6>): 0.9852
l=8 quadrupole shift / static formula: 0.9977
stray field shifting l=8 by the uncertainty: 2.99 mV/cm
recoil, electron mass / Na mass: 2.39e-05
```
